# Nonadiabatic doping shift and logarithmic anomaly of graphene's optical phonon

A graphene sheet is held at fixed lattice constant and doped by a gate. In its long-wavelength in-plane optical phonon, the two sublattices move against each other by a uniform displacement $\mathbf u=\mathbf u_B-\mathbf u_A$. The task is to find how the phonon energy depends on the Fermi energy $E_F$, measured from the Dirac point.

The model has nearest-neighbour hopping $t(\ell)=t\,e^{-\beta(\ell/d-1)}$, bond length $d$, cell area $A=\tfrac{3\sqrt3}{2}d^2$ and reduced mass $\mu=M/2$, where $M$ is the carbon mass. Spin and valley give fourfold degeneracy. Let $W=\hbar\omega_0$ be the phonon energy of the neutral sheet at $T=0$ and $E=|E_F|$. Electrons are treated in the mean field, with long lifetime unless stated. A uniform $\mathbf u$ leaves the long-wavelength charge density unchanged, so there is no macroscopic screening field. Coulomb vertex corrections and anharmonicity are left out.

The example uses rough, rounded graphene values: $t=3.0$ eV, $d=0.142$ nm, $\beta=2.5$, $W=200$ meV.

## (a) How does the displacement enter the Dirac Hamiltonian?

**Solution.** Let $\boldsymbol\delta_j=d\,\hat{\boldsymbol\delta}_j$ point from A to its B neighbours, at angles $90^\circ,210^\circ,330^\circ$. The off-diagonal element is
$$f(\mathbf k,\mathbf u)=-\sum_j t(|\boldsymbol\delta_j+\mathbf u|)\,e^{i\mathbf k\cdot\boldsymbol\delta_j}.$$
At $\mathbf K=(4\pi/(3\sqrt3 d),0)$ the phases are $w_j=1,e^{-2\pi i/3},e^{2\pi i/3}$. They sum to zero, and for any vector $\mathbf a$
$$\sum_j w_j\,\hat{\boldsymbol\delta}_j\cdot\mathbf a=\tfrac{3i}{2}(a_x-ia_y).$$
Set $\mathbf k=\mathbf K+\mathbf q$. To first order the bond length is $d+\hat{\boldsymbol\delta}_j\cdot\mathbf u$, so
$$f\simeq-t\sum_jw_j\left[1+id\,\mathbf q\cdot\hat{\boldsymbol\delta}_j-\frac{\beta}{d}\mathbf u\cdot\hat{\boldsymbol\delta}_j\right]
=\hbar v(q_x-iq_y)+iF(u_x-iu_y),$$
$$\hbar v=\tfrac32td,\qquad F=\frac{3\beta t}{2d}.$$
Since $\boldsymbol\sigma\cdot\mathbf h$ has off-diagonal element $h_x-ih_y$,
$$H=\sigma_x(\hbar vq_x+Fu_y)+\sigma_y(\hbar vq_y-Fu_x).$$
The displacement moves the Dirac point to $\mathbf q_0=(F/\hbar v)(-u_y,u_x)$. This is perpendicular to $\mathbf u$ and has length $\beta u/d^2$. In the other valley $f(-\mathbf k)=f^*(\mathbf k)$, so the Dirac point moves the opposite way with the same $F$.

Terms of order $u^2$ in $f$ at $\mathbf K$ are constants. Their energy is weighted by the carriers' average of $f/|f|$. Turning $\mathbf q$ by $120^\circ$ multiplies $f$ by a cube root of unity, so this average vanishes over the pocket. What remains is smaller by $(q_Fd)^2$, with $q_F=E/\hbar v$.

For the example, $\hbar v=1.5\times3.0\times0.142=0.639$ eV nm and $F=79.2$ eV/nm.

## (b) What does doping do to the force constant if the Fermi sea follows the displacement, and if its occupations stay frozen?

**Solution.** Write $a=Fu$, $\varepsilon=\hbar vq$, and let $\phi$ be the angle between the undisplaced pseudospin field and the perturbation. The upper band energy is
$$\sqrt{\varepsilon^2+2a\varepsilon\cos\phi+a^2}=\varepsilon+a\cos\phi+\frac{a^2\sin^2\phi}{2\varepsilon}+\dots$$
The expansion fails for $\varepsilon\lesssim a$, but that region has area of order $a^2$ and energies of order $a$, so it contributes at order $a^3$.

*Frozen occupations.* The linear term averages to zero over angle. The rest gives, per cell,
$$\Delta U=4A\int_{q<q_F}\frac{d^2q}{(2\pi)^2}\frac{a^2\sin^2\phi}{2\varepsilon}
=\frac{A a^2}{2\pi(\hbar v)^2}\int_0^{E}d\varepsilon=\frac{AF^2E}{2\pi(\hbar v)^2}u^2 .$$
The second derivative is the added force constant:
$$\Delta k_{\rm frozen}=C E,\qquad C=\frac{F^2A}{\pi(\hbar v)^2}.$$
Holes give the same result, because each removes an electron of energy $-|\mathbf h|$.

*Relaxed occupations.* The sea moves with the cone. The change of variable $\mathbf q\to\mathbf q+\mathbf q_0$ removes $\mathbf u$ from the carrier energy, so $\Delta k_{\rm relaxed}=0$ to leading order in $E/t$. Redistribution within the band therefore contributes $-CE$, cancelling the frozen stiffening.

A lattice calculation at $E=0.1$ eV, with the full $f(\mathbf k,\mathbf u)$, gives $1.0001$ and $-0.0004$ times $CE$ for the two cases.

Which case applies is a question of time. A uniform displacement conserves $\mathbf q$, so without scattering no electron can move from one side of the pocket to the other. With a relaxation time $\tau$, the change $\delta n$ of the occupations lags behind its equilibrium value:
$$\dot{\delta n}=-\frac{\delta n-\delta n_{\rm eq}}{\tau}\quad\Rightarrow\quad \delta n=\frac{\delta n_{\rm eq}}{1-i\omega\tau}.$$
The real part of the intraband term is thus reduced to $-CE/(1+\omega^2\tau^2)$. For $\omega\tau\gg1$ it is lost, and the phonon is nonadiabatic. The interband response must then be taken at the phonon's frequency, not at zero.

## (c) How do the electrons respond at finite frequency?

**Solution.** For one $\mathbf q$, let $\mathbf s=\langle\boldsymbol\sigma\rangle$. From $i\hbar\dot{\boldsymbol\sigma}=[\boldsymbol\sigma,\mathbf h\cdot\boldsymbol\sigma]$ follows
$$\hbar\dot{\mathbf s}=2\,\mathbf h\times\mathbf s .$$
Take $\mathbf u$ along $y$, so the perturbation points along $\hat{\mathbf x}$ in pseudospin space:
$$\mathbf h=\varepsilon\mathbf n+a(t)\hat{\mathbf x},\qquad \mathbf n=(\cos\phi,\sin\phi,0).$$
The isotropic cone gives the same result for other directions.

If the lower state is filled and the upper one empty, the unperturbed spin is $-\mathbf n$. Write $\mathbf s=-\mathbf n+p\,\mathbf e+r\,\hat{\mathbf z}$ with $\mathbf e=\hat{\mathbf z}\times\mathbf n$. Then $\mathbf n\times\mathbf e=\hat{\mathbf z}$, $\mathbf n\times\hat{\mathbf z}=-\mathbf e$, and the drive is $-2a\,\hat{\mathbf x}\times\mathbf n=-2a\sin\phi\,\hat{\mathbf z}$. To first order
$$\hbar\dot p=-2\varepsilon r,\qquad \hbar\dot r=2\varepsilon p-2a\sin\phi .$$
Differentiating the first equation and inserting the second gives
$$\hbar^2\ddot p+4\varepsilon^2p=4\varepsilon a\sin\phi .$$
Each pair is an oscillator of energy $2\varepsilon$. For $a\propto e^{-i\omega t}$, switched on slowly, set $z=\hbar\omega+i0$. Since $e_x=-\sin\phi$,
$$\delta s_x=-p\sin\phi=-\frac{4\varepsilon a\sin^2\phi}{4\varepsilon^2-z^2}\;\longrightarrow\;-\frac{2\varepsilon a}{4\varepsilon^2-z^2}$$
after the angular average. If both states are filled, or both empty, their total pseudospin is zero and does not respond. At $T=0$ the active pairs therefore have $\varepsilon>E$.

Their number per cell in $d\varepsilon$ is $4Aq\,dq/(2\pi)=2A\varepsilon\,d\varepsilon/[\pi(\hbar v)^2]$. The electronic force is $-F\sum s_x$. With $k_b$ the force constant before this response and $\Lambda$ an upper band cutoff, the equation of motion becomes
$$\mu\omega^2=k_b-C\int_E^\Lambda\frac{4\varepsilon^2}{4\varepsilon^2-z^2}d\varepsilon
=\left[k_b-C\int_0^\Lambda\frac{4\varepsilon^2}{4\varepsilon^2-z^2}d\varepsilon\right]+C\,S,$$
$$S(E,z)=\int_0^{E}\frac{4\varepsilon^2}{4\varepsilon^2-z^2}\,d\varepsilon .$$
The bracket belongs to the neutral sheet, and doping enters through $S$. The real part of the bracket's integral is $\Lambda-W^2/(4\Lambda)+\dots$. It varies so slowly with frequency that it is kept at its neutral value.

As $z\to0$, $S\to E$, which is the frozen result of part (b).

## (d) Find the shift and the damping to first order in the coupling.

**Solution.** Split the integrand:
$$\frac{4\varepsilon^2}{4\varepsilon^2-z^2}=1+\frac z2\left[\frac1{2\varepsilon-z}-\frac1{2\varepsilon+z}\right].$$
The integral of the bracket is $\tfrac12[\ln(2\varepsilon-z)-\ln(2\varepsilon+z)]$. At $\varepsilon=0$ its modulus part vanishes. For $z=W+i0$ the number $2\varepsilon-z$ lies just below the real axis. Its phase is $-\pi$ while $2\varepsilon<W$ and $0$ afterwards, so passing the pole adds $+i\pi$:
$$S=E+\frac W4\ln\left|\frac{2E-W}{2E+W}\right|+\frac{i\pi W}{4}\,\theta(2E-W).$$
The neutral bracket in (c) contains $-iC\pi W/4$. Doping cancels this damping once $2E>W$. Putting $\omega=\omega_0+\delta\omega$ and keeping first order in $\delta\omega$,
$$2\mu\omega_0\,\delta\omega=C\left[\mathrm{Re}\,S-\frac{i\pi W}{4}\theta(W-2E)\right].$$
Multiplication by $\hbar/(2\mu\omega_0)=\hbar^2/(2\mu W)$ gives the shift
$$\boxed{\hbar\,\mathrm{Re}\,\delta\omega=\alpha\left[|E_F|+\frac W4\ln\left|\frac{2|E_F|-W}{2|E_F|+W}\right|\right]},\qquad
\alpha=\frac{\hbar^2F^2A}{2\pi\mu W(\hbar v)^2}.$$
The amplitude decays as $e^{-\Gamma t/2\hbar}$, where $\Gamma=-2\hbar\,\mathrm{Im}\,\delta\omega$ is the full width:
$$\Gamma=\frac{\pi\alpha W}{2}\quad(2E<W),\qquad \Gamma=0\quad(2E>W).$$
Because $F/\hbar v=\beta/d^2$, the hopping $t$ drops out at fixed $\beta$:
$$\alpha=\frac{3\sqrt3\,\hbar^2\beta^2}{4\pi\mu Wd^2}.$$
With $\hbar^2/\mu=6.961\times10^{-6}$ eV nm²,
$$\alpha=\frac{5.196\times6.961\times10^{-6}\times6.25}{12.566\times0.200\times0.142^2}=4.46\times10^{-3}.$$
Hence $\Gamma=1.40$ meV, or 11.3 cm⁻¹, in the neutral sheet.

The response was tested by integrating the pseudospin equation in time for the blocked pairs, with a drive growing at rate $0.03$ eV$/\hbar$. For $E=0.3$ eV and $z=0.20+0.03i$ eV, both this integration and the closed logarithm, continued to complex $z$, give $S=0.24273+0.14628i$ eV.

## (e) Examine low doping, high doping and the neighbourhood of $2E=W$.

**Solution.** For $x=2E/W\ll1$, $\ln[(1-x)/(1+x)]=-2(x+x^3/3+\dots)$. The linear terms cancel, leaving
$$S\simeq-\frac{Wx^3}{6}=-\frac{4E^3}{3W^2}.$$
For $E\gg W/2$ the logarithm is $-W/E$ to leading order, so
$$S\simeq E-\frac{W^2}{4E}.$$
At high doping the frozen result returns, because the remaining pairs are much faster than the phonon.

The slope $\partial S/\partial E=4E^2/(4E^2-W^2)$ explains the signs. A pair with energy above $W$ pushes the phonon down, so blocking it stiffens the phonon. A pair with energy below $W$ pushes it up, so blocking it softens the phonon. The softening builds up until $2E=W$ and is then undone. The shift returns to zero where
$$x=\tfrac12\ln\frac{x+1}{x-1}=\operatorname{arcoth}x,\qquad\text{that is } x=\coth x,$$
with root $x=1.19968$ and $E=0.600\,W=0.120$ eV.

Near resonance,
$$S\simeq\frac W2+\frac W4\ln\frac{|2E-W|}{2W}.$$
The logarithm has equal coefficients on both sides, while the damping jumps. The density of pairs per unit energy ends abruptly at $2E$, and the real response to such a step is a logarithm.

For example, at $E=0.300$ eV
$$S=0.300+0.050\ln\frac{0.400}{0.800}=0.265\ \text{eV},$$
so the first-order shift is $+1.18$ meV, or $+9.5$ cm⁻¹. Other values are:

| $E$ (eV) | $S$ (meV) | shift (meV) |
|---|---|---|
| 0.050 | −4.9 | −0.022 |
| 0.080 | −29.9 | −0.133 |
| 0.095 | −88.2 | −0.393 |
| 0.105 | −80.7 | −0.360 |
| 0.150 | +69.5 | +0.310 |
| 0.200 | +145.1 | +0.647 |

These formulas were tested on a phonon coupled to a discrete set of the pair oscillators of part (c), with $\varepsilon$ up to 0.75 eV and the neutral phonon energy held at $W$. Diagonalization gives a neutral width of 1.402 meV and shifts of $-0.134$ meV at 0.08 eV and $+1.179$ meV at 0.30 eV.

## (f) The first-order shift diverges at $2E=W$. What does the coupled system do there at $T=0$?

**Solution.** First-order theory evaluates $S$ at the unshifted energy $W$. Near the edge, $S$ must be taken at the phonon's own energy $W'$:
$$W'=W+\alpha S(E,W').$$
This keeps the leading term of $W'^2-W^2\simeq2W(W'-W)$.

Set $2E=W$. A real root above the edge, $W'>W$, would need $S>0$. There, however, $4\varepsilon^2<W'^2$ over the whole integration range, so $S<0$ and no such root exists. Below the edge,
$$\frac{\partial S}{\partial W'}=\frac14\ln\frac{2E-W'}{2E+W'}-\frac{W'}4\left[\frac1{2E-W'}+\frac1{2E+W'}\right]<0 .$$
The function $W'-W-\alpha S$ therefore rises steadily, from a negative value at $W'=0$ to $+\infty$ at the edge. It has one root. With $W'=W-y$ and $y\ll W$,
$$y\simeq\alpha W\left[\frac14\ln\frac{2W}{y}-\frac12\right].$$
Here $\alpha W=0.892$ meV. Inserting $y=0.91$ meV on the right returns $0.892\times(1.52-0.50)=0.91$ meV. The full pole equation gives a shift of $-0.906$ meV, or $-7.3$ cm⁻¹, and diagonalization gives $-0.908$ meV.

The phonon has moved below the lowest unblocked pair, so pair creation cannot damp it. It is, however, partly a pair excitation. Near the pole its response is proportional to $1/(W'-W-\alpha S)$, whose residue is
$$Z=\frac1{1-\alpha\,\partial S/\partial W'}\simeq\frac1{1+\alpha W/(4y)}\simeq0.80 .$$
The squared phonon component of the diagonalized mode is also 0.80. The remaining 0.20 belongs to modes in the pair continuum.

The first-order formula thus requires $|2E-W|$ to be large compared with the shift, which is about 1 meV here.

## (g) How does temperature round the anomaly?

**Solution.** A pair is active with weight $f(-\varepsilon)-f(\varepsilon)$, where $f$ is the Fermi function with chemical potential $m$. Its blocked fraction is
$$1-f(-\varepsilon)+f(\varepsilon)=\int_{-\infty}^{\infty}dE'\left(-\frac{\partial f}{\partial E'}\right)\theta(|E'|-\varepsilon),$$
since $f(\varepsilon)$ collects $E'>\varepsilon$ and $1-f(-\varepsilon)$ collects $E'<-\varepsilon$. Inserting this in the integral for $S$ gives a thermal average of the real part:
$$S(m,T)=\int dE'\left(-\frac{\partial f}{\partial E'}\right)S(|E'|,W).$$
At $m=W/2$ and $kT\ll W$, put $E'=W/2+kTx$. Then $|2E'-W|=2kT|x|$, and one needs
$$\langle\ln|x|\rangle=\int_0^\infty\frac{\ln x}{2\cosh^2(x/2)}dx .$$
Replace $\ln x$ by $x^s$ and integrate by parts, using $1/[4\cosh^2(x/2)]=-\frac{d}{dx}(e^x+1)^{-1}$. The result is $2\,\Gamma_{\rm f}(s+1)\,\eta(s)$, where $\Gamma_{\rm f}$ is the gamma function and $\eta(s)=\sum_n(-1)^{n-1}n^{-s}$. Its derivative at $s=0$ is the required average. There $\Gamma_{\rm f}'(1)=-\gamma_E$, with $\gamma_E$ Euler's constant, and $\eta(0)=\tfrac12$. Finally $\eta'(0)=\ln2-\ln3+\ln4-\dots$, summed by averaging successive partial sums. Wallis's product makes this $\tfrac12\ln(\pi/2)$. Hence $\langle\ln|x|\rangle=\ln(\pi/2)-\gamma_E$ and
$$S\simeq\frac W2+\frac W4\ln\frac{\pi kT\,e^{-\gamma_E}}{2W}.$$
At 77 K this gives $-76.6$ meV, against $-76.5$ meV from the integral over occupations. The expression uses the unshifted phonon energy, so it fails once $kT$ falls well below the 0.9 meV of part (f), which corresponds to about 10 K. At 10 K it gives a shift of $-0.80$ meV, the same as the peak of the full phonon response. At 2 K it gives $-1.16$ meV, against a peak at $-0.94$ meV.

A gate fixes the density, not $m$. At the density that gives $E=0.100$ eV at $T=0$, $m$ is 99.3 meV at 77 K and 88.8 meV at 300 K. Relative to the neutral sheet at the same temperature, the shift is $-0.343$ meV at 77 K and $-0.032$ meV at 300 K. At the density for 0.300 eV it is $+1.18$ and $+1.19$ meV. Room temperature nearly removes the softening at this density and leaves the high-doping stiffening almost unchanged.

## (h) Which assumptions matter in a gated device?

**Solution.** The chosen values lie in graphene's usual range, though the phonon energy of 1613 cm⁻¹ is rounded up by about 2 %. The result is sensitive to $\beta$. Since $\alpha\propto\beta^2$, values of 2 and 3 would multiply the first-order shifts by 0.64 and 1.44. Supported sheets break the assumption of one sharp Fermi energy. Resonance needs $E^2/[\pi(\hbar v)^2]=7.8\times10^{11}$ cm⁻². A density spread of $2\times10^{11}$ cm⁻² there means a Fermi-energy spread of 12.8 meV. Averaging the $T=0$ first-order shift over a Gaussian of that width gives $-0.31$ meV, instead of the $-0.91$ meV of the uniform sheet. Seeing the sharp anomaly thus calls for low temperature and a uniform density, and also for weak scattering and a small in-plane phonon momentum, as the first two items below explain.

Other neglected effects, for the same parameters, are:

- **Scattering.** A rough mobility of 5000 cm²/Vs at $E=0.1$ eV gives $\tau=53$ fs and $\omega\tau=16$. The real part of the intraband term recovers 0.4 % of its adiabatic value. The out-of-phase part is about 6 % of that value and adds roughly 0.06 meV to the full width, so the damping above $2E=W$ is not strictly zero. The energy $\hbar/\tau=12$ meV also blurs the pair edge. At $2E=W$ a blurred edge leaves about half of the resonant pairs active, so the damping there remains comparable with the neutral width. It becomes small only when $2E-W$ is well above $\hbar/\tau$. The blurring is not included in the shifts given above.
- **Photon momentum.** For 532 nm light, a backscattering momentum lying wholly in the plane would give $\hbar vq=15$ meV. This is an upper bound for light that arrives and leaves through air. At normal incidence the in-plane transfer is at most half as large, and it vanishes for light scattered straight back. Although small compared with $W$, this energy is large compared with the 0.9 meV of part (f). A pair then has energy $2\varepsilon+\hbar vq\cos\theta$, with $\theta$ the angle between the electron's and the phonon's momentum, so the edge is spread over $2E\pm\hbar vq$. At $2E=W$ and $T=0$ the angular average gives $S\simeq\frac W2+\frac W4\left[\ln\frac{\hbar vq}{4W}\mp\frac12\right]$ for the transverse (upper sign) and longitudinal (lower sign) phonon. For $\hbar vq=7.5$ meV the shifts are about $-0.7$ and $-0.5$ meV, and the width is half the neutral value.
- **Band curvature.** At 0.3 eV it changes the frozen stiffness by 0.09 %.
- **Lattice expansion.** For a free sheet, minimize $2B\epsilon^2-2nD\epsilon$ over the strain $\epsilon$, with $n$ the carrier density. Rough values are a modulus $B=200$ N/m, a deformation energy $D=3$ eV and a Grüneisen parameter of 2. At 0.3 eV, $\epsilon=nD/(2B)=8\times10^{-5}$ and the phonon moves by about 0.07 meV, 6 % of the electronic shift. The estimate is proportional to $D$, so a larger deformation energy would raise it in the same ratio. Its sign reverses between electrons and holes.
- **Gate oxide.** Reaching 0.3 eV through an oxide of relative permittivity 3.9 takes 3.3 MV/cm, below a rough breakdown field of 10 MV/cm. In a field $\mathcal E$ a barrier of height $\varphi$ is triangular if the oxide is thicker than $\varphi/(e\mathcal E)$, here about 11 nm for $\varphi=3.5$ eV. The WKB tunnelling factor is then $\exp[-\tfrac2\hbar\int_0^{\varphi/e\mathcal E}\sqrt{2m_t(\varphi-e\mathcal Ex)}\,dx]=\exp[-4\sqrt{2m_t}\,\varphi^{3/2}/(3\hbar e\mathcal E)]$. With a tunnelling mass $m_t=0.4\,m_e$ it is about $e^{-87}$.

Interactions beyond the mean field can alter $F$ and $v$, and their effect is not estimated here. The numerical output lists the computed values.

## Values computed for the example and the checks

```
hopping t = 3.0 eV, bond b = 0.142 nm, beta = 2.5
phonon energy = 200 meV = 1613 cm^-1
carbon mass = 12.011 u, cell area = 0.05239 nm^2
hbar^2/mu = 6.9606e-06 eV nm^2
coupling F = 79.23 eV/nm, hbar v = 0.6390 eV nm
Dirac velocity = 9.708e+05 m/s
alpha = 4.4606e-03 (dimensionless)
frozen-sea stiffness / cone formula, 0.1 eV = 1.0001
relaxed-sea stiffness / same formula, 0.1 eV = -0.00040
driven pseudospins S = 0.24273 +0.14628i eV
closed form        S = 0.24273 +0.14628i eV
  (for E_F = 0.3 eV, z = 0.20 + 0.03i eV)
E_F (eV), density (1e12 cm^-2), S (meV), first-order shift (meV)
  0.050  0.195  -4.93  -0.022
  0.080  0.499  -29.86  -0.133
  0.090  0.631  -57.22  -0.255
  0.095  0.704  -88.18  -0.393
  0.105  0.859  -80.68  -0.360
  0.110  0.943  -42.23  -0.188
  0.150  1.754  69.53  0.310
  0.200  3.118  145.07  0.647
  0.300  7.016  265.34  1.184
shift at 0.30 eV = 9.55 cm^-1
shift at 0.30 eV, diagonalized = 1.179 meV
root of x = coth x: 1.19968; zero shift at 0.1200 eV
neutral full width = 1.401 meV = 11.30 cm^-1
neutral full width, coupled modes = 1.402 meV
shift at 0.08 eV, coupled modes = -0.134 meV
resonance density = 7.796e+11 cm^-2
resonant pole shift = -0.906 meV = -7.30 cm^-1
resonant pole shift, diagonalized = -0.908 meV
phonon weight Z = 0.7984, diagonalized = 0.7984
S at mu = W/2, 77 K: -76.49 meV, low-T formula -76.58 meV
77 K: kT = 6.64 meV, mu(0.1 eV density) = 99.27 meV
  shift from neutral at same T: 0.1 eV -0.343, 0.3 eV 1.183 meV
300 K: kT = 25.85 meV, mu(0.1 eV density) = 88.81 meV
  shift from neutral at same T: 0.1 eV -0.032, 0.3 eV 1.186 meV
puddles 2e+11 cm^-2: E_F spread = 12.83 meV
  resonant shift averaged over puddles = -0.308 meV
mobility 5000 cm^2/Vs: tau = 53.1 fs, hbar/tau = 12.41 meV
  omega tau = 16.1, intraband part = 0.383 % of adiabatic
photon 532 nm: largest hbar v q = 15.1 meV
band curvature at 0.3 eV = 0.09 % of frozen stiffness
oxide permittivity 3.9, field at 0.3 eV = 3.26 MV/cm
barrier 3.5 eV, mass 0.4 m_e: tunnelling exponent = 87
free sheet: modulus 200 N/m, deformation 3 eV, Grueneisen 2
  strain size = 8.43e-05, phonon shift size = 0.067 meV
```
